Nonretarded Lifshitz Hamaker constant by a Matsubara sum with bounded tail

**The form of the answer**

Two half-spaces, 1 and 2, face each other across a medium 3 of thickness L. The interaction free energy per area, F, is wanted for a gap so small that light crosses it in much less than the period of any important charge oscillation. The speed of light then drops out. If the media are also local (each permittivity depends on frequency alone) and the interfaces are sharp, no material supplies a length, and L is the only length left. An energy per area must therefore be an energy divided by L². The convention is

F = −A/(12πL²),

with A the Hamaker constant, positive for attraction. Exchanging bodies 1 and 2 cannot change A. What remains is to find A from the permittivities and kT, with a known error.

All frequencies below are written as energies, so ω stands for ħω.

**Modes of the gap**

Without retardation the field is electrostatic. For wave number k along the surfaces, the potential is

a e^{kz} for z < 0, b e^{kz} + c e^{−kz} in the gap, d e^{−k(z−L)} for z > L.

At z = 0, continuity of the potential and of the normal displacement gives a = b + c and ε₁a = ε₃(b − c). Eliminating a,

(ε₁ − ε₃)b + (ε₁ + ε₃)c = 0, so c = −Δ₁b, with Δ_j = (ε_j − ε₃)/(ε_j + ε₃).

At z = L, the conditions are be^{kL} + ce^{−kL} = d and ε₃(be^{kL} − ce^{−kL}) = −ε₂d. Eliminating d gives b = −Δ₂c e^{−2kL}. The two results are compatible for nonzero b if

D(ω) = 1 − R e^{−2kL} = 0, R = Δ₁Δ₂.

**A tiny example by hand**

Take identical bodies across vacuum, each with one undamped oscillator:

ε(ω) = 1 + S/(ω₀² − ω²).

Then

Δ = (ε − 1)/(ε + 1) = S/[2(ω₀² − ω²) + S] = (S/2)/(ω_s² − ω²), ω_s² = ω₀² + S/2.

The mode condition Δ² = e^{2kL} means Δ = ±e^{kL}, which gives two modes,

ω±² = ω_s² ∓ (S/2)e^{−kL}.

Far apart, both have the frequency ω_s of a single surface. An oscillator has free energy kT ln[2 sinh(ω/2kT)], and there are k dk/2π wave vectors per area, so

F = kT ∫₀^∞ (k dk/2π) {ln[2 sinh(ω₊/2kT)] + ln[2 sinh(ω₋/2kT)] − 2 ln[2 sinh(ω_s/2kT)]}.

The product formula sinh y = y ∏_{n≥1}(1 + y²/π²n²), with y = ω/2kT, gives

ln[2 sinh(ω/2kT)] = ln(ω/kT) + Σ_{n≥1} ln(1 + ω²/x_n²), x_n = 2πnkT.

The x_n are the Matsubara energies. In the difference of modes, each term n ≥ 1 becomes

ln[(ω₊² + x_n²)(ω₋² + x_n²)/(ω_s² + x_n²)²] = ln[1 − Δ(ix_n)² e^{−2kL}],

because (ω₊² + x²)(ω₋² + x²) = (ω_s² + x²)² − (S/2)²e^{−2kL}. The leading logarithms give ln(ω₊ω₋/ω_s²), which is half of the same expression at x = 0. This is the origin of the half weight of the static term: ln ω is half of ln ω².

Two limits can be done by hand, the second for small η. When kT is far above the oscillator energies, the static term alone survives. With η = Δ(0) = S/(2ω_s²),

F = (kT/4π) ∫₀^∞ k ln(1 − η²e^{−2kL}) dk.

Expanding the logarithm and using ∫₀^∞ k e^{−2skL}dk = 1/(4s²L²) gives A = (3/4)kT Li₃(η²), where Li₃(R) = Σ_{s≥1} R^s/s³.

In the cold limit each mode has energy ω/2. To second order in η,

ω₊ + ω₋ − 2ω_s = −ω_s η² e^{−2kL}/4,

since √(1−t) + √(1+t) − 2 = −t²/4 to this order. Hence

F = −(ω_sη²/16π) ∫₀^∞ k e^{−2kL}dk = −ω_sη²/(64πL²), A = (3/16)ω_sη².

The same result must follow from imaginary frequencies. As kT → 0 the half-weighted sum becomes ∫dx/(2πkT), and to leading order

A = (3/4π) ∫₀^∞ (S/2)²/(ω_s² + x²)² dx = (3/4π)(S²/4)(π/4ω_s³) = 3S²/(64ω_s³).

Inserting η = S/(2ω_s²) in the mode result gives the same expression.

The tail is also visible here. R(ix_n) ≤ S²/(4x_n⁴), and n^{−4} is convex, so each n^{−4} is at most its average over the unit interval centred on n. With a = N + 1/2,

Σ_{n>N} n^{−4} ≤ ∫_a^∞ ν^{−4}dν = 1/(3a³).

Truncation is therefore safe but slow. Replacing the omitted terms by their integral, instead of by zero, is the improvement developed below.

**The general sum**

For any finite set of undamped oscillators, D is a rational function of ω². Its zeros are the coupled modes, its poles are the modes at infinite separation, and D → 1 at high frequency. So D(ix) is the product of (ω_i² + x²) over coupled modes divided by the same product over separated modes. The steps above then give

F = (kT/2π) Σ′_n ∫₀^∞ k ln[1 − R(ix_n)e^{−2kL}] dk = −(kT/8πL²) Σ′_n Li₃(R(ix_n)),

where the prime means half weight at n = 0. Multiplying by −12πL²,

A = A_static + (3/2)kT Σ_{n≥1} f(n),
A_static = (3/4)kT Li₃(R(0)), f(n) = Li₃(R(ix_n)).

A passive damped response is a continuous distribution of undamped oscillators with nonnegative strengths. The formula holds for each finite approximation to it, and so in the limit. The model used here is

ε(ix) = 1 + χ(x), χ(x) = Σ S/(ω₀² + gx + x²), S > 0, ω₀ ≥ 0, g ≥ 0.

Free carriers have ω₀ = 0. Slow molecular reorientation is an overdamped oscillator, whose inertia makes it fall as 1/x² in the end.

The complete algorithm was tested against real-frequency mode sums for three different undamped media. In the cold attractive and repulsive cases both routes give A/kT = 3.271104 and −2.292965. The two hot cases also agree to the printed digits.

**Why the static term stands apart**

At n = 0 a conductor described by a local permittivity has an infinite one, so Δ = 1 is inserted as a limit instead of evaluating S/0. The medium must be a dielectric there. A slow relaxation enters R(0) in full but may be almost gone at x₁, so the static value cannot be inferred from the smooth run of the other terms.

Mobile ions in the medium also act at n = 0. In linear Debye–Hückel theory the gap potential varies as e^{±qz} with q = √(k² + κ²), where 1/κ is the screening length. Repeating the matching gives

D = 1 − Δ₁Δ₂e^{−2qL}, Δ_j = (ε_jk − ε₃q)/(ε_jk + ε₃q).

In the linear theory the classical fluctuations are Gaussian, and their free energy relative to infinite separation is (kT/2) ln D per wave vector. The static term is therefore still (kT/4π)∫k ln D dk, with this new D. Since |Δ_j| ≤ 1 and k dk = q dq, expanding the logarithm leads to

∫_κ^∞ q e^{−2sqL}dq = (1 + 2sκL)e^{−2sκL}/(4s²L²).

The function (1+y)e^{−y} decreases, so s may be replaced by 1 in the numerator. The prefactor is 12πL² × kT/4π = 3kTL², hence

|A_static| ≤ (3/4)ζ(3)kT(1 + 2κL)e^{−2κL}.

With ions, A_static depends on L, because 1/κ is a second length and the opening argument no longer applies. The ions are assumed too slow to respond at n ≥ 1.

**A bound that holds for every such model**

To control the tail integral, f is needed at complex argument z = νx₁. Take |arg z| ≤ 30°. The numbers ω₀², gz and z² then lie within 60° of one another. Adding a vector at an acute angle cannot shorten a vector, so

|ω₀² + gz + z²| ≥ |z|², and |χ| ≤ (ΣS)/|z|².

The susceptibilities of all media lie in one common sector of at most 60° and have nonnegative real part. For two numbers u, v in such a sector,

|u − v|² ≤ |u|² + |v|² − |u||v| ≤ max(|u|², |v|²).

Let M_j be the larger of the total strengths ΣS of body j and the medium. Then

|Δ_j| = |χ_j − χ₃|/|2 + χ_j + χ₃| ≤ M_j/(2|z|²).

The permittivities are also less than 90° apart in phase, so |Δ_j| < 1. With |Li₃(R)| ≤ ζ(3)|R|,

|f(ν)| ≤ B/|ν|⁴, B = ζ(3)M₁M₂/(4x₁⁴).

On the real axis this bounds plain truncation by B/(3a³), whatever the signs of the terms.

**Replacing the tail by an integral**

Expand f(n+u) about n with the integral form of the Taylor remainder and integrate over −1/2 < u < 1/2. The linear term cancels. For positive u, exchanging the order of integration produces ∫_v^{1/2}(u − v)du = (1/2 − v)²/2, and negative u gives the mirror image. Thus

∫_{−1/2}^{1/2} f(n+u)du − f(n) = ∫_{−1/2}^{1/2} K(u)f″(n+u)du, K(u) = (1/2 − |u|)²/2 ≤ 1/8.

A disc of radius r = ν/3 about real ν lies inside the sector, since its edge is seen at an angle whose sine is 1/3, less than sin 30°. On it |f| ≤ B/(2ν/3)⁴. Cauchy's estimate gives

|f″(ν)| ≤ (2/r²) × 81B/(16ν⁴) = (729/8)B/ν⁶.

Summing the cells n > N,

|Σ_{n>N} f(n) − ∫_a^∞ f dν| ≤ (1/8)(729/8)B/(5a⁵) = (729/320)B/a⁵.

The guaranteed error now falls as a^{−5} instead of a^{−3}.

The integral is made finite by ν = a/u:

∫_a^∞ f dν = ∫₀¹ h(u)du, h(u) = f(a/u)a/u².

Its Gauss–Legendre error can be bounded too. For |u| ≤ 2, |z| ≥ X = ax₁/2. Require

X ≥ g + √(g² + 2ω₀²) for every oscillator, X² ≥ 4ΣS for every material.

The first condition is the same as g/X + ω₀²/X² ≤ 1/2, so every denominator is at least |z|²/2 in size. Then |χ| ≤ 2ΣS/|z|², which is at most 1/2 by the second condition. It follows that |2 + χ_j + χ₃| ≥ 1 and |Δ_j| ≤ 4M_j/|z|², while also |Δ_j| ≤ 1. Therefore |f| ≤ 64B/|ν|⁴, and

|h(u)| ≤ 64B|u|²/a³ ≤ 256B/a³ = G.

The Taylor series of h about u = 1/2 converges within radius 3/2. On the integration interval its jth term is at most G/3^j. An m-point Gauss rule integrates degree 2m − 1 exactly, and the omitted terms sum to at most (3/2)G·9^{−m}. They can enter both through the integral and through the rule, whose positive weights sum to one. The error is therefore at most 3G·9^{−m} = 768B·9^{−m}/a³.

**The algorithm**

1. Compute A_static from the zero-frequency permittivities, using Δ = 1 for a conducting body.
2. Compute x₁, M₁, M₂ and B. For a permitted error t·kT in A, choose N so that (3/2)(729/320)B/a⁵ ≤ t/2 and both conditions on X hold.
3. Sum f(n) for n = 1 to N.
4. Add the Gauss integral of h, with m large enough that its bound fits in the remaining t/2.
5. Multiply the result by (3/2)kT, add A_static, and report the two error bounds with A.

Compute Δ from χ_j − χ₃ instead of ε_j − ε₃. At high frequency the susceptibilities are small, and adding 1 before subtracting would lose their digits. The bounds cover the method error, not rounding or errors in the optical data.

**A particle and a conducting film in a polar liquid**

In wet cleaning, A sets the strength of the fluctuation force between facing patches of a particle and a film; other forces may act as well. Both bodies are treated as half-spaces, so the film must be much thicker than the gap. The example has round model parameters that represent no named material. In the order S (eV²), ω₀ (eV), g (eV), they are:

- film: (100, 0, 0.1) and (300, 15, 5);
- particle: (185.9, 13, 1) and (0.02736, 0.12, 0.01);
- liquid: (135.2, 13, 1), (0.00432, 0.06, 0.03) and (0.00077, 0.0031623, 0.1).

The temperature is 298.15 K, so kT = 4.1164 zJ and x₁ = 0.16143 eV.

The static permittivities are 4 for the particle and 80 for the liquid. The particle contrast is (4 − 80)/(4 + 80) = −0.9048, and the film contrast is 1. Thus R(0) is negative and the static term is repulsive:

A_static = (3/4)(4.1164 zJ) Li₃(−0.9048) = −2.540 zJ.

At n = 1 the picture has changed. The slow relaxation, which supplied 77 of the liquid's static permittivity, now supplies

0.00077/(0.00001 + 0.1 × 0.16143 + 0.16143²) ≈ 0.018.

The particle contrast has become +0.17190 and the film contrast is 0.99836. Their product is R = 0.1716, and

f(1) ≈ 0.1716 + 0.1716²/8 + 0.1716³/27 ≈ 0.1755.

For t = 10⁻⁶, with B = 3.2909 × 10⁷, the error condition requires a of about 742. The strength condition X ≥ 2√400 = 40 eV requires only a ≥ 80/0.16143 ≈ 496, and the oscillator conditions are weaker still. So the tolerance decides, and N = 742. Plain truncation with the same guarantee needs 25435 terms, about 34 times as many.

The parts are

dynamic part = 23.68299 + 0.02321 = 23.70620 zJ,
A = 23.70620 − 2.53967 = 21.16653 zJ.

The extra digits serve to check the numerical method. As a property of this model, A is 21.2 zJ, or 5.14 kT. The tail integral is about 0.1% of A.

The proven error bound is 2.05 × 10⁻⁶ zJ. An explicit sum of 200000 terms differs by 2.09 × 10⁻⁸ zJ, and its own missing remainder is at most 8.47 × 10⁻⁹ zJ. In this example the guarantee is therefore cautious by roughly a factor of 100.

The midpoint errors in the sum are 2.49 × 10⁻⁵, 6.33 × 10⁻⁶ and 8.89 × 10⁻⁷ for N = 50, 100 and 200. They fall more slowly than a^{−5}. Since K integrates to 1/24, the midpoint error is close to −f′(a)/24 when f″ changes little within a cell, and this falls as a^{−5} only where f varies as ν^{−4}. By the formula for Δ_j, that requires x² to be far above ω₀², gx and the total strengths. Here N = 50, 100 and 200 correspond to about 8, 16 and 32 eV, while the square root of the film's total strength is 20 eV. The bound needs no such asymptotic region.

Removing the slow relaxation lowers the liquid's static permittivity to 3. The static term changes from −2.540 to +0.449 zJ, while the dynamic part changes only from 23.706 to 23.762 zJ. Here the relaxation matters almost entirely through n = 0, where it even decides the sign.

Ions weaken the static repulsion. At κL = 1 the static term is −1.140 zJ, and at κL = 3 it is −0.051 zJ. In the latter case the effective A is 23.706 − 0.051 = 23.655 zJ, about 12% above its ion-free value in this nonretarded model. This is a statement about the fluctuation free energy alone. Between flat faces the force per area is −dF/dL, and because A now depends on L, it does not change by the same factor. For a sphere much larger than the gap, facing a flat film, the force is proportional to F itself (Derjaguin's approximation) and does change by that factor. The mean double-layer force between charged surfaces is separate and may have either sign.

The description fails when L is large enough for retardation to matter. With these parameters retardation lowers the dynamic part by about a tenth at 3 nm and a third at 10 nm, so it can be as large as the effect of the ions.

At small L the static value Δ = 1 of the film fails first. If the film screens a static field within a length λ, the potential inside it varies as e^{pz} with p = √(k² + 1/λ²), and the matching gives

Δ = (ε_b p − ε₃k)/(ε_b p + ε₃k),

where ε_b is the permittivity of the film's bound charges. Since k is of order 1/L, Δ = 1 needs L ≫ ε₃λ/ε_b. Here ε_b = 1 + 300/225 ≈ 2.33, and a metallic λ of about 0.09 nm makes this length about 3 nm. At a gap of 1 nm the static term would even be attractive. The two limits leave no gap at which both parts of A hold accurately for such a film, so 21.2 zJ is a value of the idealized model and not a prediction for a real metal in water.

At atomic distances local permittivities and sharp interfaces lose their meaning altogether. Roughness and deformation at contact also lie outside this description. A small numerical error bound says nothing about these effects. The values computed for the local, nonretarded model are in the numerical output below.

Computed results

```
Mode-sum test, A/kT: algorithm, real-frequency modes
  attractive, cold: 3.271104, 3.271104
  repulsive, cold: -2.292965, -2.292965
  attractive, hot: 0.025131, 0.025131
  repulsive, hot: -0.014627, -0.014627
temperature 298.15 K, kT = 0.025693 eV = 4.1164 zJ
first Matsubara energy = 0.16143 eV
Oscillators (S in eV^2, w0 in eV, g in eV)
  film: 100, 0, 0.1; 300, 15, 5
    total strength 400.0000 eV^2, static permittivity inf
  particle: 185.9, 13, 1; 0.02736, 0.12, 0.01
    total strength 185.9274 eV^2, static permittivity 4
  liquid: 135.2, 13, 1; 0.00432, 0.06, 0.03; 0.00077, 0.0031623, 0.1
    total strength 135.2051 eV^2, static permittivity 80
static contrasts: film 1.0000, particle -0.9048
n, film contrast, particle contrast, Li3 term
  1, 0.99836, 0.17190, 1.7550e-01
  10, 0.91130, 0.07790, 7.1635e-02
  100, 0.18908, 0.04184, 7.9190e-03
majorant constant B = 3.2909e+07, largest sector ratio = 0.180
N, sum beyond N, midpoint error, its bound (dimensionless)
  50, 1.186311e+00, 2.49e-05, 2.28e-01
  100, 4.928760e-01, 6.33e-06, 7.31e-03
  200, 1.269698e-01, 8.89e-07, 2.31e-04
tolerance on A = 1e-06 kT, terms summed N = 742
terms needed by plain truncation = 25435
static term = -2.53967 zJ
direct sum n=1..N = 23.68299 zJ
tail integral = 0.02321 zJ
dynamic part = 23.70620 zJ
Hamaker constant A = 21.16653 zJ = 5.14199 kT
proven error bound = 2.05e-06 zJ
difference from explicit sum of 200000 terms = 2.09e-08 zJ
possible remainder of explicit sum = 8.47e-09 zJ
without slow relaxation: liquid static permittivity 3.000
  static 0.44927 zJ, dynamic 23.76167 zJ
kappa*L, screened static term (zJ), bound on its size (zJ)
  1, -1.14012, 1.50673
  3, -0.05112, 0.06439
```
